\section*{Correlation and the van der Waals Minimum of Two Model Atoms}

\section*{Problem}

Two identical neutral atoms are fixed a distance $R$ apart. Each is a model atom: two electrons in a singlet ground state, bound to an immobile spherical core of charge $+2e$ with the normalized Gaussian profile
\begin{equation}
\rho(r)=\left(\frac{\zeta}{\pi}\right)^{3/2}e^{-\zeta r^2},\qquad \zeta=1\ \text{bohr}^{-2}.
\end{equation}
The model keeps what matters for dispersion between closed-shell atoms (neutrality, spherical symmetry, a finite excitation gap) and represents no particular element. Use Rydberg units: lengths in bohr, energies in Ry, $e^2=2$, kinetic energy $-\nabla^2$. The Coulomb interaction is taken as instantaneous.

\begin{enumerate}
\item[(a)] Write down the Hamiltonian of the pair.
\item[(b)] Define an interaction energy free of the bias that arises when the pair has more basis functions than the single atom, and find the sign of that bias.
\item[(c)] Determine whether the Hartree--Fock (HF) interaction can have an inverse-power tail.
\item[(d)] Find the leading long-range interaction when correlation is included, and deduce whether a minimum must exist.
\item[(e)] Explain what CCSD and CCSD(T) contain for one atom and for the pair.
\item[(f)] Compute the HF, CCSD and CCSD(T) curves, locate any minimum, and judge the errors.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Hamiltonian}

The potential $\varphi$ of a unit charge with profile $\rho$ obeys $(r\varphi)''=-4\pi r\rho$. Try $r\varphi=\operatorname{erf}(\sqrt\zeta\,r)$. Then
\begin{align}
(r\varphi)'&=2\sqrt{\zeta/\pi}\;e^{-\zeta r^2},\\
(r\varphi)''&=-4\zeta r\sqrt{\zeta/\pi}\;e^{-\zeta r^2}=-4\pi r\left(\frac{\zeta}{\pi}\right)^{3/2}e^{-\zeta r^2},
\end{align}
as required. This $\varphi$ is finite at the origin and tends to $1/r$ far away. An electron in the field of a core of charge 2 has energy $-2e^2\varphi=-4\varphi$.

For the two cores, $\varphi$ must be averaged over the second Gaussian. Convolving two Gaussians adds their variances, $1/(2\zeta)+1/(2\zeta)=1/\zeta$, which corresponds to the exponent $\zeta/2$. The prefactor is $2\cdot2\cdot e^2=8$. Hence
\begin{equation}
\begin{split}
H={}&\sum_{i=1}^{4}\Big[-\nabla_i^2-\sum_{C=A,B}\frac{4\operatorname{erf}(\sqrt\zeta\,r_{iC})}{r_{iC}}\Big]\\
&+\sum_{i<j}\frac{2}{r_{ij}}+\frac{8\operatorname{erf}(\sqrt{\zeta/2}\,R)}{R}.
\end{split}
\end{equation}

\subsection*{(b) Counterpoise correction}

Let $E_A(A)$ be the energy of one atom in its own basis, and $E_A(AB)$ its energy when the partner's basis functions are present but its core and electrons are not. The counterpoise-corrected interaction is
\begin{equation}
\Delta E(R)=E_{AB}(AB)-2E_A(AB),
\end{equation}
where the factor 2 uses the equivalence of the atoms. The uncorrected difference is
\begin{equation}
E_{AB}(AB)-2E_A(A)=\Delta E(R)-2\left[E_A(A)-E_A(AB)\right].
\end{equation}
A variational minimum cannot rise when the trial space grows, so the bracket is not negative, and the uncorrected curve lies at or below the corrected one. The argument covers the HF energy of the atom. It also covers its CCSD energy, which part (e) shows to be variational for two electrons. The correction removes this imbalance; it does not make the basis complete.

\subsection*{(c) Hartree--Fock at long range}

Let $b$ be the doubly occupied orbital of the free atom $B$. An electron at distance $r$ from $B$ feels the core and the mean repulsion of two electrons,
\begin{equation}
v_B(r)=4\left[-\frac{\operatorname{erf}(\sqrt\zeta\,r)}{r}+\int\frac{|b(\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d^3r'\right].
\end{equation}
Since $|b|^2$ is spherical, a shell of radius $r'$ acts as $1/r$ if $r'<r$ and as $1/r'$ if $r'>r$. With $\int|b|^2d^3r'=1$,
\begin{equation}
v_B(r)=4\left[\frac{1-\operatorname{erf}(\sqrt\zeta\,r)}{r}-\int_{r'>r}\Big(\frac1r-\frac1{r'}\Big)|b(\mathbf r')|^2d^3r'\right].
\end{equation}
The $1/r$ terms have cancelled. What is left depends on the charge lying beyond $r$ and decays as fast as the tails of core and density. Exchange between the atoms contains the product $a(\mathbf r)b(\mathbf r)$ of orbitals on different atoms and decays with their overlap. The free-atom orbitals therefore solve the HF equations of the pair up to such terms, and the energy is $2E_A$ up to such terms. For this solution, $\Delta E_{\rm HF}$ has no inverse-power tail. There is no permanent multipole to interact, and no outside field to induce one.

At closer range the Pauli principle acts. Take $a$ and $b$ real with overlap $S$. The occupied orbitals built from them are $(a\pm b)/\sqrt{2(1\pm S)}$, and the density per spin is
\begin{align}
n_\sigma&=\frac{(a+b)^2}{2(1+S)}+\frac{(a-b)^2}{2(1-S)}\\
&=\frac{(1-S)(a+b)^2+(1+S)(a-b)^2}{2(1-S^2)}\\
&=\frac{a^2+b^2-2S\,ab}{1-S^2}.
\end{align}
On the midplane $a=b$, which gives $n_\sigma=2a^2/(1+S)$. This is less than the sum $2a^2$ of the free atoms when $S>0$. Charge is pushed out of the region between the cores, which is consistent with repulsion. It does not prove the sign of $\Delta E_{\rm HF}$ at every $R$; that is left to the computation.

\subsection*{(d) Correlation at long range}

Put the $z$ axis along the line from $A$ to $B$. Let $\mathbf r$ and $\mathbf s$ be electron positions measured from $A$ and $B$, and let $\mathbf w=\mathbf s-\mathbf r$. The second-order term in the expansion of $1/|R\hat{\mathbf z}+\mathbf w|$ is $(3w_z^2-w^2)/(2R^3)$. Its part containing both $\mathbf r$ and $\mathbf s$ is
\begin{equation}
\frac{-6r_zs_z+2\,\mathbf r\cdot\mathbf s}{2R^3}=\frac{r_xs_x+r_ys_y-2r_zs_z}{R^3}.
\end{equation}
Terms containing the coordinates of one atom alone cancel because the other atom is neutral. The spherical cores have no dipole. Let $x_A$ denote the sum of $r_x$ over the electrons of $A$, and similarly for the rest. With $e^2=2$,
\begin{equation}
V=\frac{2}{R^3}\left(x_Ax_B+y_Ay_B-2z_Az_B\right).
\end{equation}

In first order $\langle V\rangle=0$, because a spherical atom has no mean dipole. For the same reason, second-order terms in which one atom stays in its ground state vanish. With excitation energies $\Delta_m$ and $\Delta_n$,
\begin{equation}
E^{(2)}=-\sum_{m,n\neq0}\frac{|\langle mn|V|00\rangle|^2}{\Delta_m+\Delta_n}.
\end{equation}
The dipole reaches P states. Choose their components real, so that each is reached by one of $x$, $y$, $z$. The three terms of $V$ then lead to different final states and do not interfere. By symmetry they contribute in the ratio $1:1:4$. With the factor $2^2$ from $V$,
\begin{equation}
E^{(2)}=-\frac{C_6}{R^6},\qquad C_6=24\sum_{mn}\frac{|z_{0m}|^2|z_{0n}|^2}{\Delta_m+\Delta_n}.
\end{equation}

Each term excites both atoms together. The first-order amplitude for a pair of $z$ excitations is $4z_{0m}z_{0n}/[R^3(\Delta_m+\Delta_n)]$, with real matrix elements. It gives
\begin{equation}
\langle z_Az_B\rangle=\frac{8}{R^3}\sum_{mn}\frac{z_{0m}^2z_{0n}^2}{\Delta_m+\Delta_n}=\frac{C_6}{3R^3},
\end{equation}
although $\langle z_A\rangle=\langle z_B\rangle=0$. The dipoles fluctuate in step. In the determinant of undisturbed atoms of part (c), this average factorizes and is zero once overlap is negligible.

The existence of a minimum follows. $C_6$ is positive, so $\Delta E$ approaches zero from below. If $\Delta E$ is positive at some shorter distance, continuity requires a minimum farther out. The HF curve offers no such argument, since its tail is missing.

The polarizability gives a check on the size of $C_6$. A static field $F$ adds the energy $eFz$, and second order gives $-e^2F^2\sum_m|z_{0m}|^2/\Delta_m$. Equating this to $-\tfrac12\alpha F^2$ yields $\alpha=4\sum_m|z_{0m}|^2/\Delta_m$. Write $|z_{0m}|^2=w_m\Delta_m$, so that $\sum_m w_m=\alpha/4$. The factor $\Delta_m\Delta_n/(\Delta_m+\Delta_n)$ grows with each gap, hence it is at least $\Delta_1/2$, where $\Delta_1$ is the lowest dipole excitation. Therefore
\begin{equation}
C_6\ \ge\ 24\left(\frac{\alpha}{4}\right)^2\frac{\Delta_1}{2}=\frac34\,\alpha^2\Delta_1 .
\end{equation}

\subsection*{(e) What the coupled-cluster levels contain}

CCSD writes the state as $e^{T_1+T_2}\Phi_0$, where $T_1$ and $T_2$ create single and double excitations of the HF determinant $\Phi_0$. For two electrons the series ends:
\begin{equation}
e^{T_1+T_2}\Phi_0=\left(1+T_1+T_2+\tfrac12T_1^2\right)\Phi_0 .
\end{equation}
$T_1$ can match any set of singles, and $T_2$ can then match any set of doubles. The CCSD equations project the Schr\"odinger equation on the reference, singles and doubles, which here span the whole space. CCSD thus gives the full configuration-interaction (full CI) energy of the atom in its basis, and there are no triples.

The pair has four electrons. $T_2$ contains the simultaneous single excitation of each atom, which is the dispersion process of part (d). A double excitation on one atom with a single excitation on the other is a triple; it couples dispersion to the correlation inside an atom. The (T) term estimates connected triples perturbatively. Connected quadruples are left out. The interaction separates as
\begin{equation}
\Delta E=\Delta E_{\rm HF}+\Delta E_{\rm corr},
\end{equation}
where $\Delta E_{\rm corr}$ is the correlation energy of the pair minus that of two atoms.

\subsection*{(f) Numerical results}

The main basis has four s, three p and one d shell of Gaussians on each atom, $4+9+5=18$ functions. The free atom has an HF energy of $-2.69527$ Ry and a CCSD energy of $-2.76169$ Ry. Direct diagonalization of the two-electron Hamiltonian gives the same CCSD value to the digits printed. The correlation energy is $-0.06642$ Ry per atom. These are values of this basis: with eight s, seven p, three d and two f shells (58 functions) the HF energy is $-2.69546$ Ry and the correlation energy $-0.0695$ Ry.

The atom's dipole spectrum gives $\alpha=14.03$ bohr$^3$, $\Delta_1=0.666$ Ry and $C_6=104.4$ Ry\,bohr$^6$. The bound of part (d) is $0.75\times14.03^2\times0.666=98.3$ Ry\,bohr$^6$. The actual value lies 6\% above it, and the lowest excitation carries 92\% of $\alpha$. These shares depend on the basis. With the 58 functions $\alpha=13.96$ bohr$^3$ and $C_6=103.2$ Ry\,bohr$^6$ change by about 1\% or less, but $\Delta_1$ falls to 0.629 Ry, $C_6$ lies 12\% above the bound, and the lowest excitation carries 70\% of $\alpha$.

The counterpoise-corrected interactions, in $\mu$Ry, are as follows.
\begin{center}
\begin{tabular}{rrrr}
$R$ (bohr) & HF & CCSD & CCSD(T)\\
4.5 & 29336 & 22686 & 21942\\
5.0 & 14957 & 10312 & 9769\\
6.0 & 3753 & 1633 & 1367\\
7.0 & 898.7 & $-29.6$ & $-151.2$\\
8.0 & 205.7 & $-212.6$ & $-268.8$\\
9.0 & 44.5 & $-156.7$ & $-184.1$\\
10.0 & 9.0 & $-94.8$ & $-109.0$
\end{tabular}
\end{center}

The HF values are positive and fall at every step, so no minimum appears at the sampled distances. From 9 to 10 bohr they drop by a factor $44.54/8.95=5.0$, whereas $R^{-6}$ drops by 1.9. Both correlated columns change sign and turn upward again. Since the basis and the distances are the same in all columns, the well comes from correlation.

In the main basis, interpolation of the CCSD(T) curve gives a zero crossing at 6.75 bohr and a minimum at
\begin{equation}
R_e=7.73\ \text{bohr}=0.409\ \text{nm}.
\end{equation}
A direct calculation there gives
\begin{equation}
\Delta E=308.6-585.4=-276.8\ \mu\text{Ry}=-3.77\ \text{meV}.
\end{equation}
The correlation contribution is 0.4\% of the correlation energy of two free atoms, $2\times66\,420\ \mu$Ry, yet it is almost twice the HF repulsion.

The balance of forces can be read from the table. Between 7 and 8 bohr the HF part decays at the mean logarithmic rate $\ln(898.7/205.7)=1.47$ per bohr. At $R_e$ this gives a repulsive force of about $1.47\times308.6=454\ \mu$Ry/bohr. The correlation part goes from $-151.2-898.7=-1049.9$ to $-268.8-205.7=-474.5\ \mu$Ry, which corresponds to the power $\ln(1049.9/474.5)/\ln(8/7)=5.95$. The attractive force is about $5.95\times585.4/7.73=451\ \mu$Ry/bohr. The two agree to 1\%, as they should at a minimum.

The local power is close to 6, but the leading term alone does not describe the well. At $R_e$, $-C_6/R^6$ is $-490\ \mu$Ry, so the correlation part is 1.19 times as large. The same ratio is 1.13 at 10 bohr and 0.78 at 5 bohr. Higher multipoles can raise it, while overlap of the charge clouds invalidates the expansion at short range. These contributions were not separated, so this reading is a conjecture.

\paragraph{Long-range test.} If $y(R)=-R^6\Delta E=C_6+C_8/R^2$, multiplying by $R^2$ at two distances and subtracting eliminates $C_8$:
\begin{equation}
C_6=\frac{R_2^2\,y(R_2)-R_1^2\,y(R_1)}{R_2^2-R_1^2}.
\end{equation}
The distances are 20 and 25 bohr. In a small basis of three s and one p shell, six functions per atom, full CI for the pair gives 86.49 Ry\,bohr$^6$, and the free-atom sum gives 86.51. This supports the factor 24 and the $R^{-6}$ law. In the main basis without its d shell, the CCSD(T) tail gives 92.9 against 95.8 from the atom, 3\% lower. Higher powers of $1/R$ matter little here, since $y$ at 20 bohr is already 93.0. The gap is of the size of the CCSD(T) error: in the small basis at 20 bohr, $y$ is 84.2 for CCSD(T) and 86.6 for full CI, 2.8\% apart. In that basis at 20 bohr, the HF interaction is zero within the convergence threshold of the energy, $2\times10^{-6}\ \mu$Ry, while CCSD(T) gives $-1.45\ \mu$Ry, in line with part (c).

\paragraph{Errors of the well depth.} The following comparisons hold $R=7.73$ bohr fixed.
\begin{itemize}
\item Without the counterpoise correction, HF gives 282.1 instead of $308.6\ \mu$Ry, and CCSD(T) gives $-320.3$ instead of $-276.8\ \mu$Ry. Both shifts are downward, as derived. The second is 16\% of the corrected depth.
\item Without d functions the CCSD(T) value is $-97.1\ \mu$Ry. With an added f shell it is $-331.3\ \mu$Ry, 20\% deeper than in the main basis. The HF value changes by less than 1\% on adding f, to $305.9\ \mu$Ry. The correlation part is thus what converges slowly, and the depth of $277\ \mu$Ry is not a basis-set limit. Neither is $R_e$. With the f shell the correlation part at 7.73 bohr grows from $-585.4$ to $-637.2\ \mu$Ry, while the repulsion hardly changes. If both parts keep the decay rates found above, attraction now exceeds repulsion at this distance, and the minimum lies closer in.
\item Leaving out (T) in the main basis gives $-207.8\ \mu$Ry, so the well at this distance is a quarter shallower than with CCSD(T).
\end{itemize}

The remaining error of CCSD(T) is seen in the small basis at 7 bohr, where HF, CCSD(T) and full CI give 898.8, 299.8 and $276.7\ \mu$Ry. CCSD(T) misses $23.1\ \mu$Ry, or 3.7\% of the full-CI correlation part of $-622.1\ \mu$Ry. Even full CI gives a positive interaction energy here, whereas CCSD(T) in the main basis already gives a negative one at this distance. Correlation has to be allowed by the method and also representable in the basis. If the same 3.7\% were missing at the minimum in the main basis, the well would be deeper by about $22\ \mu$Ry. That transfer is an estimate.

The omission of f functions and the estimated CCSD(T) error both act towards too shallow a well. The existence of the minimum is secure within the model; its depth is not converged. With two d shells and one f shell on each atom, and s, p and d functions at the midpoint, CCSD(T) at 7.73 bohr gives $-399\ \mu$Ry (HF $302\ \mu$Ry), 44\% deeper than in the main basis, and this basis is not shown to be complete either.

\paragraph{Scope.} The conclusion concerns neutral, spherical, closed-shell atoms. Polar molecules can attract in mean field through their permanent dipoles, and atoms with open shells can form covalent bonds, so HF is not repulsive in general. The cores are fixed, and zero-point motion, which would reduce the binding energy, is absent. The well is also shallow beside the thermal energy at room temperature, roughly 25 meV. Adhesion of real particles involves very many atom pairs and can also depend on an intervening liquid, surface charge and roughness. The present depth is therefore no estimate of an adhesion energy; what carries over is the need for correlation to obtain the dispersion part.

\section*{Calculated quantities}
\begin{verbatim}
Core charge per atom: 2 e; exponent: 1.0 bohr^-2
Basis functions per atom, main basis: 18
Basis functions per atom, small basis: 6
Free atom HF energy: -2.695271 Ry
Free atom CCSD energy: -2.761688 Ry
Free atom direct diagonalization: -2.761688 Ry
Free atom HF orbital energy: -0.85159 Ry
First dipole excitation: 0.66588 Ry
Polarizability: 14.029 bohr^3
C6 from free-atom states: 104.41 Ry bohr^6
Counterpoise-corrected interaction (microRy):
R (bohr)        HF          CCSD       CCSD(T)
   4.5     29335.81     22685.52     21942.30
   5.0     14957.40     10312.23      9768.94
   6.0      3753.22      1632.99      1366.71
   7.0       898.74       -29.59      -151.23
   8.0       205.74      -212.55      -268.75
   9.0        44.54      -156.69      -184.11
  10.0         8.95       -94.75      -109.00
CCSD(T) zero crossing: 6.75 bohr
CCSD(T) minimum: 7.73 bohr = 0.409 nm
CCSD(T) well depth: 276.83 microRy = 3.767 meV
HF part at minimum: 308.59 microRy
Correlation part at minimum: -585.43 microRy
CCSD interaction at minimum: -207.83 microRy
-C6/R^6 at minimum: -490.02 microRy
No counterpoise, HF at same R: 282.09 microRy
No counterpoise, CCSD(T) at same R: -320.25 microRy
Without d functions, CCSD(T) at same R: -97.08 microRy
With f functions, HF at same R: 305.90 microRy
With f functions, CCSD(T) at same R: -331.30 microRy
Small basis, R = 7.0 bohr, HF: 898.75 microRy
Small basis, same R, CCSD(T): 299.80 microRy
Small basis, same R, full CI: 276.70 microRy
Small basis C6, free-atom states: 86.513 Ry bohr^6
Small basis C6, full-CI pair tail: 86.491 Ry bohr^6
No-d basis C6, free-atom states: 95.80 Ry bohr^6
No-d basis C6, CCSD(T) pair tail: 92.91 Ry bohr^6
Distances used for the tails: 20 and 25 bohr
No-d basis, HF at 20 bohr: 0.000001 microRy
No-d basis, CCSD(T) at 20 bohr: -1.4538 microRy
\end{verbatim}
